# Low-temperature heat conductance across a line boundary in a two-dimensional sheet, part 1

(Sections cited here and not found follow in the second part.)

## 1. Definitions and conventions

A flat sheet lies in the $xy$ plane. A boundary runs along the line $x=0$: a grain boundary, a seam, or a joint between two sheets. The boundary has length $W$ along $y$, and $W$ is much larger than any wavelength that matters.

Phonons arriving from the left carry the Bose distribution of temperature $T_L$, and those arriving from the right carry that of $T_R$. With $J$ the net heat current from left to right per unit length of boundary, the conductance is

$$G=\lim_{T_L,T_R\to T}\frac{J}{T_L-T_R}.$$

Its unit is W/(m K). A thermal conductivity has the same unit but is a different quantity. The temperatures are those of the arriving phonons, not temperatures fitted to the mixture of arriving and departing phonons near the line. With this convention $G$ stays finite even if every phonon passes, because a finite set of waves carries a finite current.

The other symbols are:

- $\mathbf q=(q_x,q_y)$ is the wave vector, $q$ its length, and $\theta$ its angle from the $x$ axis;
- $\omega$ is the angular frequency and $v_x=\partial\omega/\partial q_x$ the group velocity across the line;
- $n(\omega,T)=1/(e^{\hbar\omega/k_BT}-1)$ is the Bose function;
- $t(\omega,\theta)$ is the fraction of the incident energy that passes, summed over all outgoing branches on the far side.

The sheet and the boundary are harmonic, so a wave keeps its frequency when it crosses. Each branch is isotropic. SI units are used.

The claim to be derived concerns one branch with $\omega=Aq^p$. If the transmission, averaged over angle as defined in section 3, is non-zero and independent of frequency, then $G\propto T^{1+1/p}$ at low temperature. Flexural waves have $p=2$ and give $T^{3/2}$; linear waves have $p=1$ and give $T^2$.

## 2. Why a free sheet has both kinds of branch

Let $w(x,y)$ be the displacement out of the plane, $\rho$ the mass per area and $\kappa$ the bending rigidity. Tilting a free sheet rigidly costs no energy, so the energy cannot contain $(\nabla w)^2$. The leading cost comes from curvature:

$$E=\int\left[\tfrac12\rho\dot w^2+\tfrac12\kappa(\nabla^2w)^2\right]d^2r .$$

Vary $w$ by $\delta w$, which vanishes together with its slope at the edges. The bending term changes by $\kappa\int\nabla^2w\,\nabla^2\delta w\,d^2r$, and two integrations by parts turn this into $\kappa\int(\nabla^4w)\,\delta w\,d^2r$. The restoring force per area is minus the coefficient of $\delta w$, so

$$\rho\ddot w=-\kappa\nabla^4w .$$

A plane wave $e^{i(\mathbf q\cdot\mathbf r-\omega t)}$ gives $\rho\omega^2=\kappa q^4$, or

$$\omega=\alpha q^2,\qquad \alpha=\sqrt{\kappa/\rho}.$$

For motion in the plane, let $Y$ be the two-dimensional stretching modulus (force per length) and $\nu$ the Poisson ratio. Hooke's law reads $\varepsilon_{xx}=(\sigma_{xx}-\nu\sigma_{yy})/Y$, and the same with $x$ and $y$ exchanged. Then

$$\varepsilon_{xx}+\nu\varepsilon_{yy}=\frac{\sigma_{xx}-\nu\sigma_{yy}+\nu\sigma_{yy}-\nu^2\sigma_{xx}}{Y}=\frac{1-\nu^2}{Y}\,\sigma_{xx}.$$

A longitudinal wave along $x$ has $\varepsilon_{yy}=0$, so its stiffness is $Y/(1-\nu^2)$. A transverse wave is governed by the shear modulus $Y/[2(1+\nu)]$. Newton's law then gives $\omega=cq$ with

$$c_L=\sqrt{\frac{Y}{(1-\nu^2)\rho}},\qquad c_T=\sqrt{\frac{Y}{2(1+\nu)\rho}} .$$

Uniform displacement costs nothing in either case. The difference is that an in-plane gradient is a strain and costs energy, whereas an out-of-plane gradient is a tilt and does not.

## 3. From the energy flux to a count of channels

In a periodic area $S$ the allowed wave vectors have density $S/4\pi^2$. A mode with mean occupation $n$ holds the thermal energy $\hbar\omega n$, spread over $S$ and moving across the line with velocity $v_x$. The area cancels, and the transmitted current per length from the left is

$$J_L(T_L)=\int_{v_x>0}\frac{d^2q}{4\pi^2}\,v_x\,\hbar\omega\,t\,n(\omega,T_L).$$

Let $J_R(T_R)$ be the corresponding current from the right, both currents being summed over branches. No net heat flows between equal temperatures, so $J_L(T)=J_R(T)$ at every $T$, even if the two sides are different materials. Therefore $J=J_L(T_L)-J_L(T_R)$, and $G=dJ_L/dT$. The contribution of one incident branch is

$$G=\int_{v_x>0}\frac{d^2q}{4\pi^2}\,v_x\,\hbar\omega\,t\,\frac{\partial n}{\partial T}.$$

In polar coordinates $d^2q=q\,dq\,d\theta$, and for an isotropic branch $v_x=(d\omega/dq)\cos\theta$. Define the flux average

$$\tau(\omega)=\frac12\int_{-\pi/2}^{\pi/2}t(\omega,\theta)\cos\theta\,d\theta .$$

The factor $\tfrac12$ makes $\tau=1$ when $t=1$, because $\int\cos\theta\,d\theta=2$. The angular integral in $G$ is thus $2\tau$. Since $(d\omega/dq)\,dq=d\omega$,

$$G=\frac{1}{2\pi^2}\int_0^\infty d\omega\;q(\omega)\,\tau(\omega)\,\hbar\omega\,\frac{\partial n}{\partial T}. \tag{1}$$

The group velocity has disappeared. A slow branch carries its energy slowly but has proportionally more modes in each frequency interval.

What remains is a count of channels. At frequency $\omega$ the component $q_y$ runs from $-q$ to $q$ in steps of $2\pi/W$, which gives $2q/(2\pi/W)=qW/\pi$ channels. Each contributes $\int(d\omega/2\pi)\,\hbar\omega\,\tau\,\partial n/\partial T$. Multiplying the two and dividing by $W$ gives (1) again.

Because $q_y=q\sin\theta$ and $dq_y=q\cos\theta\,d\theta$, the flux average is also a plain average over channels:

$$\tau=\frac{1}{2q}\int_{-q}^{q}t\,dq_y. \tag{2}$$

The transmission may therefore depend strongly on angle without affecting the power law. For $t=\cos^2\theta$, for instance, $\tau=\tfrac12\int\cos^3\theta\,d\theta=\tfrac12\cdot\tfrac43=\tfrac23$ at every frequency.

## 4. The temperature integral

Put $x=\hbar\omega/k_BT$. At fixed $\omega$ we have $\partial x/\partial T=-x/T$, so

$$\frac{\partial n}{\partial T}=-\frac{e^x}{(e^x-1)^2}\left(-\frac xT\right)=\frac xT\,\frac{e^x}{(e^x-1)^2},\qquad
\hbar\omega\,\frac{\partial n}{\partial T}=k_B\,\frac{x^2e^x}{(e^x-1)^2}.$$

The last expression is the heat capacity of one mode. It tends to $k_B$ for $x\ll1$ and vanishes exponentially for $x\gg1$.

For $\omega=Aq^p$,

$$q=\left(\frac{\omega}{A}\right)^{1/p}=A^{-1/p}\left(\frac{k_BT}{\hbar}\right)^{1/p}x^{1/p},\qquad d\omega=\frac{k_BT}{\hbar}\,dx .$$

Let $\tau$ be constant. Let $k_BT$ also lie far below the top of the branch, so that the power law may be used for all $x$ that matter and the upper limit set to infinity. Equation (1) becomes

$$G=\frac{\tau k_B}{2\pi^2}A^{-1/p}\left(\frac{k_BT}{\hbar}\right)^{1+1/p}I_{2+1/p},\qquad I_s=\int_0^\infty\frac{x^se^x}{(e^x-1)^2}\,dx .$$

To evaluate $I_s$, start from the geometric series $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$. Minus its derivative is

$$\frac{e^x}{(e^x-1)^2}=\sum_{m=1}^\infty m\,e^{-mx}.$$

All terms are positive, so the sum and the integral may be exchanged. With $\int_0^\infty x^se^{-mx}dx=\Gamma(s+1)/m^{s+1}$,

$$I_s=\sum_{m=1}^\infty\frac{m\,\Gamma(s+1)}{m^{s+1}}=\Gamma(s+1)\,\zeta(s),\qquad s>1 .$$

The result for one branch is

$$G=\frac{\tau k_B}{2\pi^2}A^{-1/p}\left(\frac{k_BT}{\hbar}\right)^{1+1/p}\Gamma\!\left(3+\tfrac1p\right)\zeta\!\left(2+\tfrac1p\right). \tag{3}$$

For the two kinds of branch it reads

$$G_{\rm flex}=\frac{\tau k_B}{2\pi^2\sqrt\alpha}\left(\frac{k_BT}{\hbar}\right)^{3/2}I_{5/2},\qquad I_{5/2}=\frac{15\sqrt\pi}{8}\,\zeta(\tfrac52)=4.458, \tag{4}$$

$$G_{\rm lin}=\frac{\tau k_B}{2\pi^2c}\left(\frac{k_BT}{\hbar}\right)^{2}I_3,\qquad I_3=6\,\zeta(3)=7.212. \tag{5}$$

One power of $T$ comes from the width of the thermally active frequency range. The remaining power, $T^{1/p}$, comes from the number of channels at a typical thermal frequency.

The heat capacity leads to the same exponents. The number of thermally active modes per area scales as $q^2$, which is $T$ for flexural and $T^2$ for linear waves. The group velocity scales as $T^{1/2}$ and $T^0$ respectively. The products are $T^{3/2}$ and $T^2$.

If instead $\tau\propto\omega^m$, the integrand gains a factor $x^m$ and the prefactor a factor $T^m$. The exponent becomes $1+1/p+m$, provided the integral converges. A measured exponent therefore reflects the dispersion and the boundary together.

## 5. The whole sheet

The laws (4) and (5) belong to single branches. A free sheet has one flexural and two linear branches, each with its own constant $\tau$, so

$$G=aT^{3/2}+bT^2 .$$

The ratio of the second term to the first is $(b/a)\sqrt T$, and the flexural term wins as $T\to0$. The approach is slow, since lowering $T$ a hundredfold reduces this ratio tenfold. The local exponent is

$$\frac{d\ln G}{d\ln T}=\frac{\tfrac32aT^{3/2}+2bT^2}{aT^{3/2}+bT^2}, \tag{6}$$

which is the mean of $\tfrac32$ and $2$ weighted by the two parts of the conductance.

## 6. A far side that forbids constant transmission

Constant transmission cannot be assumed for every pair of sheets. Suppose that the far side has, at low frequency, linear branches and no flexural one, and let $c$ be the lowest of their speeds. A rigid substrate that resists only motion out of the plane produces this situation. If it holds the sheet by a spring constant $k_s$ per area, then $\rho\omega^2=\kappa q^4+k_s$, and no flexural wave travels below $\sqrt{k_s/\rho}$.

If the boundary is uniform along $y$, it conserves $q_y$. A travelling wave of speed $c$ on the far side obeys $\omega^2/c^2=q_x'^2+q_y^2$ with real $q_x'$, which requires $|q_y|\le\omega/c$. Flexural waves have $q=\sqrt{\omega/\alpha}$, which exceeds $\omega/c$ when $\omega<c^2/\alpha$. At such frequencies the channels with $|q_y|>\omega/c$ are totally reflected. Setting $t\le1$ in the others, equation (2) gives

$$\tau\le\frac{1}{2q}\cdot\frac{2\omega}{c}=\frac{\omega}{cq}=\frac{\sqrt{\alpha\omega}}{c}\;\longrightarrow\;0 .$$

In (1) the product $q\tau$ is then at most $\omega/c$. This is the channel factor of a fully transmitted linear branch, so the flexural source contributes no more than (5) with $\tau=1$. The upper limit follows $T^2$, although the incident waves are quadratic.

The actual contribution may be far smaller. If the sheet and the joint are symmetric under reflection in the plane $z=0$, flexural motion is odd and in-plane motion even. The two do not mix, and this contribution is zero.

## 7. Tension

Stretching the sheet with a tension $\sigma$ (force per length) removes the free tilt. A slope $\nabla w$ increases the area by $\tfrac12(\nabla w)^2$ per unit projected area, because $\sqrt{1+(\nabla w)^2}\approx1+\tfrac12(\nabla w)^2$. The work against the tension adds $\tfrac12\sigma(\nabla w)^2$ to the energy density and $+\sigma\nabla^2w$ to the force:

$$\omega^2=\alpha^2q^4+\frac\sigma\rho\,q^2. \tag{7}$$

The two terms are equal at $q^2=\sigma/(\rho\alpha^2)=\sigma/\kappa$. The corresponding bending frequency $\alpha q^2=\sigma/(\rho\alpha)$ defines the crossover temperature

$$T_\sigma=\frac{\hbar\sigma}{\rho\alpha k_B}. \tag{8}$$

The branch remains isotropic, so (1) still holds. Solving the quadratic equation (7) for $q^2$ gives

$$q^2=\frac{-\sigma/\rho+\sqrt{(\sigma/\rho)^2+4\alpha^2\omega^2}}{2\alpha^2}.$$

For $\omega\gg\sigma/(\rho\alpha)$ this tends to $\omega/\alpha$, and the $T^{3/2}$ law holds. For $\omega\ll\sigma/(\rho\alpha)$, expanding the root gives $q\to\omega/\sqrt{\sigma/\rho}$. This is a linear branch with speed $\sqrt{\sigma/\rho}$, and the exponent returns to 2. In a sheet under tension, the $T^{3/2}$ law is therefore confined to a range above $T_\sigma$. It is the limit $T\to0$ when the tension vanishes.

# Part II. A boundary model and a worked example

## 8. Symbols and results carried over

The sheet has mass per area $\rho$, bending rigidity $\kappa$, stretching modulus $Y$ and Poisson ratio $\nu$. Its flexural waves obey $\omega=\alpha q^2$ with $\alpha=\sqrt{\kappa/\rho}$, and its in-plane waves have speeds $c_L$ and $c_T$. $G$ is the conductance per length of boundary between the temperatures of the arriving phonons, and $\tau$ is the transmission averaged over the channels. Each branch contributes

$$G=\frac{1}{2\pi^2}\int_0^\infty d\omega\,q(\omega)\,\tau(\omega)\,\hbar\omega\,\frac{\partial n}{\partial T}.$$

For constant $\tau$ this is (4), proportional to $T^{3/2}$, for the flexural branch and (5), proportional to $T^2$, for a linear one. A tension $\sigma$ restores the $T^2$ law well below $T_\sigma=\hbar\sigma/(\rho\alpha k_B)$.

For constant channel-averaged transmission, a flexural branch gives $G\propto T^{3/2}$ and a linear one $T^2$; tension, or a far side without flexural waves, can remove the $T^{3/2}$ law. It remains to see when a boundary transmits flexural waves independently of frequency, and how large the conductance and its corrections are in an example, a suspended hBN monolayer.
